\section*{Antisymmetric exchange in a spin-1/2 dimer: levels, mixing and twist}

\section*{Problem}

Two magnetic ions, each with spin $1/2$, are coupled by
\begin{equation}
H=J\,\mathbf S_1\cdot\mathbf S_2+D\,C,\qquad
C=(\mathbf S_1\times\mathbf S_2)_z=S_{1x}S_{2y}-S_{1y}S_{2x}.
\label{eq:H}
\end{equation}
The spin operators are in units of $\hbar$, so $J$ and $D$ are energies. Both are real and not both zero. Positive $J$ favours antiparallel spins. The term in $D$ is the antisymmetric, or Dzyaloshinskii--Moriya, exchange; in magnetic films it favours a fixed sense of rotation from one spin to the next. The pair is isolated and, until part (f), no other interaction acts. Write $|ud\rangle$ for spin 1 up and spin 2 down along $z$, and let
\[
|S\rangle=\frac{|ud\rangle-|du\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|ud\rangle+|du\rangle}{\sqrt2}.
\]

\begin{enumerate}
\item[(a)] What happens to $C$ when the two sites are exchanged, and which crystal symmetry therefore forbids $D$?
\item[(b)] Find the four energies and the splitting between the two levels that mix $|S\rangle$ and $|T_0\rangle$.
\item[(c)] Find the mixed states and the triplet weight of the lower one. In what order do the levels lie for each sign of $J$?
\item[(d)] Find the spin correlations in the lower mixed state and compare them with a pair of classical spins.
\item[(e)] The pair is prepared in $|ud\rangle$. How does $\langle S_{1z}\rangle$ evolve?
\item[(f)] Add a symmetric anisotropy $K S_{1z}S_{2z}$. Which splittings change? Find $K$ when the exchange arises from hopping between two single orbitals with spin-dependent phases.
\item[(g)] Evaluate the results for $J=10$ meV and $D=1.5$ meV, and estimate the effects of dipolar coupling, magnetic field and temperature. Take $g=2.1$ and an ion distance of $0.30$ nm along $x$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Symmetry}

Exchanging the labels turns $C$ into $S_{2x}S_{1y}-S_{2y}S_{1x}$. Operators on different sites commute, so this is $-C$. The sign of $D$ thus has a meaning only after the sites have been numbered.

Spatial inversion about the middle of the bond exchanges the sites but leaves the direction of each spin unchanged, because spin is an axial vector. It therefore sends $D$ to $-D$. If it is a symmetry of the crystal, $D=0$. Inversion removes every component of the antisymmetric exchange. The $z$ component kept in \eqref{eq:H} can also be forbidden by other symmetries. For a bond perpendicular to $z$, a two-fold rotation about $z$ through the bond centre exchanges the sites and reverses $S_x$ and $S_y$ on both, so it also sends $C$ to $-C$. A two-fold axis along the bond, or a mirror plane containing the bond and $z$, does the same. The absence of inversion is thus necessary for $D\ne0$ but not sufficient.

\subsection*{(b) The energies}

Let $S_j^\pm=S_{jx}\pm iS_{jy}$ and $P=S_{1x}S_{2x}+S_{1y}S_{2y}$. Multiplying out,
\begin{equation}
S_1^+S_2^-=P+i(S_{1y}S_{2x}-S_{1x}S_{2y})=P-iC,
\qquad S_1^-S_2^+=P+iC.
\label{eq:flip}
\end{equation}
The sum and the difference of these equations give
\[
P=\tfrac12(S_1^+S_2^-+S_1^-S_2^+),\qquad
C=\tfrac i2(S_1^+S_2^--S_1^-S_2^+).
\]
Since $\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+P$, the Hamiltonian becomes
\begin{equation}
H=JS_{1z}S_{2z}+\tfrac12\left[(J+iD)S_1^+S_2^-+(J-iD)S_1^-S_2^+\right].
\label{eq:ladder}
\end{equation}
Each bracketed term raises one spin and lowers the other, so $S_{1z}+S_{2z}$ is conserved. Both terms give zero on $|uu\rangle$ and $|dd\rangle$. These two polarised states are eigenstates with energy $J/4$.

For the other two states, $S_1^+S_2^-|du\rangle=|ud\rangle$ and $S_1^-S_2^+|ud\rangle=|du\rangle$. Hence
\[
C|ud\rangle=-\tfrac i2|du\rangle,\qquad C|du\rangle=\tfrac i2|ud\rangle,
\]
and therefore
\begin{align*}
C|S\rangle&=\frac1{\sqrt2}\left(-\tfrac i2|du\rangle-\tfrac i2|ud\rangle\right)=-\tfrac i2|T_0\rangle,\\
C|T_0\rangle&=\frac1{\sqrt2}\left(-\tfrac i2|du\rangle+\tfrac i2|ud\rangle\right)=\tfrac i2|S\rangle.
\end{align*}
The antisymmetric exchange thus connects total spin 0 with total spin 1, and total spin is not conserved. For the Heisenberg term, $S_{1z}S_{2z}=-1/4$ on both states, while $P$ swaps $|ud\rangle$ and $|du\rangle$ with factor $1/2$. Thus $P=-1/2$ on $|S\rangle$ and $+1/2$ on $|T_0\rangle$, so $\mathbf S_1\cdot\mathbf S_2$ is $-3/4$ and $+1/4$. In the order $(|S\rangle,|T_0\rangle)$,
\begin{equation}
H_{\rm mix}=\begin{pmatrix}-3J/4&iD/2\\-iD/2&J/4\end{pmatrix}.
\label{eq:block}
\end{equation}
Measure the energy from the mean of the diagonal, $E=-J/4+x$. The characteristic equation is
\[
\left(-\tfrac J2-x\right)\left(\tfrac J2-x\right)-\tfrac{D^2}{4}
=x^2-\tfrac{J^2}{4}-\tfrac{D^2}{4}=0 .
\]
The mixed levels and their splitting are therefore
\begin{equation}
E_\mp=-\frac J4\mp\frac R2,\qquad
E_+-E_-=R=\sqrt{J^2+D^2}.
\label{eq:levels}
\end{equation}
The factors belong to the convention in \eqref{eq:H}. If the Heisenberg term were written $2J\,\mathbf S_1\cdot\mathbf S_2$, with $D$ defined as before, the splitting would be $\sqrt{4J^2+D^2}$.

\subsection*{(c) States and order of the levels}

Write $J+iD=Re^{i\varphi}$, so that $J=R\cos\varphi$ and $D=R\sin\varphi$. This fixes the quadrant of $\varphi$ for either sign of $J$. Subtracting the mean energy from \eqref{eq:block} leaves
\[
H_{\rm mix}+\frac J4=\frac R2
\begin{pmatrix}-\cos\varphi&i\sin\varphi\\-i\sin\varphi&\cos\varphi\end{pmatrix}.
\]
Apply the matrix on the right, without its prefactor, to the column $(\cos\frac\varphi2,\,i\sin\frac\varphi2)$. The two components are
\begin{align*}
-\cos\varphi\cos\tfrac\varphi2-\sin\varphi\sin\tfrac\varphi2&=-\cos\tfrac\varphi2,\\
-i\sin\varphi\cos\tfrac\varphi2+i\cos\varphi\sin\tfrac\varphi2&=-i\sin\tfrac\varphi2,
\end{align*}
by the addition theorems. The column is thus an eigenvector with eigenvalue $-1$, which belongs to $E_-$. The orthogonal column belongs to $E_+$:
\begin{equation}
\begin{aligned}
|-\rangle&=\cos\tfrac\varphi2|S\rangle+i\sin\tfrac\varphi2|T_0\rangle
=\frac{e^{i\varphi/2}|ud\rangle-e^{-i\varphi/2}|du\rangle}{\sqrt2},\\
|+\rangle&=i\sin\tfrac\varphi2|S\rangle+\cos\tfrac\varphi2|T_0\rangle
=\frac{e^{i\varphi/2}|ud\rangle+e^{-i\varphi/2}|du\rangle}{\sqrt2}.
\end{aligned}
\label{eq:states}
\end{equation}
The triplet weight of the lower state is
\[
w=\sin^2\frac\varphi2=\frac{1-\cos\varphi}{2}=\frac12\left(1-\frac JR\right).
\]

The polarised levels lie between the mixed ones, since
\begin{equation}
\frac J4-E_-=\frac{R+J}{2}\ge0,\qquad
E_+-\frac J4=\frac{R-J}{2}\ge0 .
\label{eq:gaps}
\end{equation}
For $D\ne0$ we have $R>|J|$, so both gaps are positive and the ground state is the single state $|-\rangle$, even for ferromagnetic $J$.

Three limits show what this means.
\begin{itemize}
\item For $D=0$ and $J>0$, a singlet lies below three degenerate triplet states, at distance $J$. A small $D$ lifts $E_+$ above the polarised pair by
\[
\frac{R-J}{2}=\frac{R^2-J^2}{2(R+J)}=\frac{D^2}{2(R+J)}\simeq\frac{D^2}{4J}.
\]
The shift is quadratic because $D$ has no diagonal element in \eqref{eq:block}.
\item For $D=0$ and $J<0$, the triplet is lowest. A small $D$ separates $|-\rangle$, now mostly $|T_0\rangle$, from the polarised pair by about $D^2/(4|J|)$.
\item For $J=0$, the levels are $-|D|/2$, $0$ twice, and $|D|/2$. Singlet and triplet then have equal weight in each mixed state.
\end{itemize}

\subsection*{(d) Correlations and the classical twist}

In $|-\rangle$ the operator $S_1^+S_2^-$ takes the $|du\rangle$ component to $|ud\rangle$. Its mean is the conjugate of the $|ud\rangle$ amplitude times the $|du\rangle$ amplitude:
\[
\langle S_1^+S_2^-\rangle
=\frac{e^{-i\varphi/2}}{\sqrt2}\left(-\frac{e^{-i\varphi/2}}{\sqrt2}\right)
=-\tfrac12(\cos\varphi-i\sin\varphi).
\]
By \eqref{eq:flip} this equals $\langle P\rangle-i\langle C\rangle$, so
\begin{equation}
\langle P\rangle=-\frac{J}{2R},\qquad\langle C\rangle=-\frac{D}{2R}.
\label{eq:corr}
\end{equation}

Now take classical spins of length $s$ in the $xy$ plane, with angle $\theta$ from spin 1 to spin 2. Their energy is
\[
E_{\rm cl}=s^2(J\cos\theta+D\sin\theta)=s^2R\cos(\theta-\varphi),
\]
which is lowest, at $-s^2R$, for $\theta=\varphi+\pi$. Tilting the spins out of the plane cannot lower it. With in-plane lengths $p_j$ and $z$ components $z_j$, the energy is at least $-Rp_1p_2-|J||z_1z_2|\ge-R(p_1p_2+|z_1z_2|)\ge-Rs^2$. The last step is the Cauchy--Schwarz inequality.

For $J>0$ the classical spins are thus canted by $\varphi$ away from antiparallel. The quantum correlations \eqref{eq:corr} equal $\frac12(\cos\theta,\sin\theta)$ at the same $\theta$. They are twice as large as the classical values $s^2(\cos\theta,\sin\theta)$ for $s=\frac12$. A further difference is that no single spin points anywhere in the quantum state. The means of $S_{jx}$ and $S_{jy}$ vanish because these operators change the total $z$ component, and that of $S_{jz}$ vanishes because $|ud\rangle$ and $|du\rangle$ have equal weight. The twist is a property of the pair.

This preference for a twist on one bond is what antisymmetric exchange contributes to spirals and skyrmions. A skyrmion itself is a texture of many spins, and a dimer cannot represent its shape or its stability.

\subsection*{(e) Motion after preparation in $|ud\rangle$}

Adding the two states in \eqref{eq:states} gives $|ud\rangle=e^{-i\varphi/2}(|-\rangle+|+\rangle)/\sqrt2$. Each part acquires its own phase $e^{-iE_\mp t/\hbar}$, so the amplitude to remain in $|ud\rangle$ has magnitude
\[
\tfrac12\left|e^{-iE_-t/\hbar}+e^{-iE_+t/\hbar}\right|=\left|\cos\frac{Rt}{2\hbar}\right|.
\]
The remaining probability is in $|du\rangle$. Hence
\[
\langle S_{1z}\rangle=\tfrac12\left(\cos^2\frac{Rt}{2\hbar}-\sin^2\frac{Rt}{2\hbar}\right)=\tfrac12\cos\frac{Rt}{\hbar}.
\]
The two spins exchange their directions back and forth with period $h/R$. At fixed $J$, a nonzero $D$ of either sign makes the exchange faster.

\subsection*{(f) A symmetric anisotropy}

The term $KS_{1z}S_{2z}$ shifts both mixed levels by $-K/4$ and both polarised levels by $+K/4$. The splitting $R$ and the mixed states do not change. The lower gap in \eqref{eq:gaps} grows by $K/2$ and the upper gap shrinks by $K/2$.

To find $K$ in the hopping model, let one electron (or one hole) occupy each site. Hopping has amplitude $t$, and double occupation costs $U\gg t$:
\[
H_t=-t\sum_{\sigma=\pm1}\left(e^{i\sigma\alpha}c_{1\sigma}^\dagger c_{2\sigma}+\text{h.c.}\right).
\]
The phase $\alpha$ comes from spin--orbit coupling, and $\sigma=+1$ means up. Define $\tilde c_{2\sigma}=e^{i\sigma\alpha}c_{2\sigma}$. In these operators the hopping has no phase, and the cost $U$ is unchanged.

Without a phase, the triplet cannot hop: the Pauli principle blocks the polarised states, and in $|T_0\rangle$ the two paths to each doubly occupied state cancel. In the singlet they add, giving an amplitude of magnitude $\sqrt2\,t$ to each of two such states. To second order in $t$ the singlet is lowered by $2(\sqrt2\,t)^2/U=4t^2/U\equiv J_0$. The effective Hamiltonian is $J_0(\mathbf S_1\cdot\tilde{\mathbf S}_2-\frac14)$, which is $-J_0$ on the singlet and zero on the triplet.

It remains to return to the original spin 2. From $\tilde S_2^-=\tilde c_{2\downarrow}^\dagger\tilde c_{2\uparrow}$, each factor contributes $e^{i\alpha}$, so $\tilde S_2^-=e^{2i\alpha}S_2^-$, while $\tilde S_{2z}=S_{2z}$. Apart from the constant,
\[
H_{\rm eff}=J_0S_{1z}S_{2z}+\tfrac12J_0\left(e^{2i\alpha}S_1^+S_2^-+\text{h.c.}\right).
\]
Comparison with \eqref{eq:ladder} gives $J+iD=J_0e^{2i\alpha}$, hence $R=J_0$. The coefficient of $S_{1z}S_{2z}$ must be $J+K$, so
\begin{equation}
K=R-J .
\label{eq:K}
\end{equation}
The upper gap becomes $(R-J)/2-K/2=0$. In this model the three upper levels coincide at $R/4$, and the lowest lies at $-3R/4$. For $J>0$ and small $D$, $K\simeq D^2/(2J)$ is of second order in $D$, yet it is as important as $D$ itself for the small splitting of the triplet.

\subsection*{(g) Numbers for a copper(II) pair}

The parameters are rough values for two copper(II) ions bridged by oxygen; each ion has one hole in its $d$ shell and hence spin $1/2$. They do not describe a particular compound. From \eqref{eq:levels},
\[
R=\sqrt{10^2+1.5^2}\ \text{meV}=10.11\ \text{meV},
\]
which corresponds to $R/h=2.445$ THz or $R/k_B=117$ K. The period in part (e) is $0.409$ ps. The levels are
\begin{align*}
E_-&=-2.5-5.0559=-7.5559\ \text{meV},\\
J/4&=2.5000\ \text{meV (twice)},\\
E_+&=-2.5+5.0559=2.5559\ \text{meV}.
\end{align*}
The extra digits are kept to show the upper gap, $0.056$ meV, which agrees with $D^2/(4J)=0.056$ meV. The lower gap is $10.06$ meV. The canting angle is $\varphi=\arctan0.15=8.5^\circ$, and the triplet weight of the ground state is $0.0055$. The twist $\langle C\rangle=-0.074$ is first order in $D/J$, whereas the changes in energy and weight are second order.

\paragraph{Symmetric anisotropy.} Equation \eqref{eq:K} gives $K=0.112$ meV. The levels move to $-7.584$ meV and, three times, $2.528$ meV. The splitting $R$ survives, but the upper gap of $0.056$ meV disappears.

\paragraph{Dipolar coupling.} For point dipoles on the $x$ axis at distance $r$, the added term is
\[
d(\mathbf S_1\cdot\mathbf S_2-3S_{1x}S_{2x}),\qquad
d=\frac{\mu_0g^2\mu_B^2}{4\pi r^3}=0.0088\ \text{meV}.
\]
Use $S_{1x}S_{2x}=\frac14(S_1^++S_1^-)(S_2^++S_2^-)$. In the mixed block, $J$ in the flip terms of \eqref{eq:ladder} becomes $J+d-\frac32d=J-\frac d2$, which changes $R$ by $-0.004$ meV. The states $|uu\rangle$ and $|dd\rangle$ are coupled by $-\frac34d$ and split by $\frac32d=0.013$ meV, about a quarter of the bare upper gap. The term also contains $d\,S_{1z}S_{2z}$, which acts like $K=d$ in part (f) and shrinks the upper gap by $d/2$. With half the change in $R$ added, the distance from the centre of the polarised pair to $E_+$ falls from $0.056$ to $0.049$ meV.

\paragraph{Magnetic field.} A field $B$ along $z$, with equal $g$ on both ions, shifts the polarised levels by $\pm g\mu_BB$ and leaves the mixed ones in place. At $1$ T the shift is $0.12$ meV, already twice the upper gap. A polarised state becomes the ground state when $g\mu_BB=(R+J)/2$, at about $83$ T.

\paragraph{Temperature.} The polarised states have $\langle C\rangle=0$, and $|+\rangle$ has the opposite twist to $|-\rangle$, because the trace of $C$ over the mixed block is zero. With Boltzmann populations $p_\mp$,
\[
\langle C\rangle_T=-\frac{D}{2R}(p_--p_+).
\]
At $10$ K, $k_BT=0.86$ meV and the ground state holds nearly all the population. At $300$ K, $k_BT=25.9$ meV exceeds $R$, the ground population is $0.33$, and the mean twist falls to $-0.008$, about a tenth of its low-temperature value.

\paragraph{Comparison with real pairs.} The exchange in bridged copper pairs depends strongly on the bridge geometry and can have either sign. Where symmetry allows $D$, a common order-of-magnitude estimate of $|D/J|$ is $(g-2)/g$, here about $0.05$. The actual ratio depends on the bridge geometry and can be smaller or larger; the chosen value $0.15$ is three times this estimate. A threefold smaller $D$ would reduce the upper gap about ninefold. Real ions have several orbitals, for which \eqref{eq:K} need not hold, and coupling to neighbouring pairs broadens the levels. If this broadening exceeds $0.056$ meV, a measurement that averages over wavevectors may not resolve a triplet splitting of that size, although the splitting at a fixed wavevector can survive. The large splitting $R$ is much less sensitive to the effects estimated here, but a measurement of $R$ alone does not determine $D$, because $J$ is also unknown. Since $R$ exceeds $J$ by only about $1\%$, finding $D$ from $R$ would require an independent value of $J$ accurate to much better than $1\%$.

Numbers in the example were calculated in double precision.
